\section*{Nonequilibrium vertex corrections and current conservation in the coherent-potential approximation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Averaging the Green's function and the electron density}

A finite region is connected to several leads $\alpha$. It has one orbital per site, and its Hamiltonian is
\begin{equation}
H=H_0+\sum_i\varepsilon_iP_i,\qquad P_i=|i\rangle\langle i| ,
\end{equation}
where $H_0$ is Hermitian and not random. The site energies $\varepsilon_i$ are real, statistically independent random numbers: $\varepsilon_i$ takes the value $\varepsilon_{iq}$ with probability $c_q$. A site whose energy has one possible value is called clean. Angle brackets $\langle\cdots\rangle$ denote the average over the site energies. The electrons do not interact with each other, the leads are not random, and the state is steady.

We set $\hbar=e=1$, count currents per spin, and take a current as positive when it flows from a lead into the region. Lead $\alpha$ enters through its retarded self-energy $\Sigma_\alpha(E)$, its broadening $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)\ge0$, and its occupation $f_\alpha(E)$. We write
\begin{equation}
\Sigma=\sum_\alpha\Sigma_\alpha,\qquad \Gamma=\sum_\alpha\Gamma_\alpha,\qquad S=\sum_\alpha f_\alpha\Gamma_\alpha .
\end{equation}
For one set of site energies the retarded Green's function is $G=(E-H-\Sigma)^{-1}$. The lesser self-energy is $\Sigma_\alpha^<=if_\alpha\Gamma_\alpha$. We assume that there is no bound state at the energies considered, since it could keep a memory of the initial preparation. The Keldysh equation then reads $G^<=G\,(iS)\,G^\dagger$.

\subsection*{(a) Which averages does the current need?}

Express the current from lead $\alpha$ through $G$ and $G^<$. Show that the currents balance for each set of site energies, and identify the averages required.

\paragraph{Solution.} Let $c_k$ be the lead modes, $d_i$ the orbitals of the region, and $\sum_{ki}(V_{ki}c_k^\dagger d_i+\text{h.c.})$ their coupling. The number operator $N_\alpha$ of the lead obeys $[c_k^\dagger d_i,N_\alpha]=-c_k^\dagger d_i$ and $[d_i^\dagger c_k,N_\alpha]=d_i^\dagger c_k$. With $\dot N_\alpha=i[H_{\rm tot},N_\alpha]$, the current is the quantum expectation value
\begin{equation}
I_\alpha=-\overline{\dot N_\alpha}
=i\sum_{ki}\left(V_{ki}\overline{c_k^\dagger d_i}-V_{ki}^*\overline{d_i^\dagger c_k}\right)
=-2\,\mathrm{Im}\sum_{ki}V_{ki}\overline{c_k^\dagger d_i}.
\end{equation}
Since $G^<_{ik}(t,t')=i\,\overline{c_k^\dagger(t')d_i(t)}$, the equal-time expectation value is $-i\int dE\,G^<_{ik}(E)/2\pi$. Using $-2\,\mathrm{Im}(-ix)=2\,\mathrm{Re}\,x$ we get
\begin{equation}
I_\alpha=\int\frac{dE}{2\pi}\,2\,\mathrm{Re}\sum_{ki}G^<_{ik}V_{ki}.
\end{equation}
On the Keldysh contour $G_{ik}=\sum_jG_{ij}V_{kj}^*g_k$, with $g_k$ the function of the uncoupled lead mode. The Langreth rule for the lesser part of a product, $(BC)^<=B^rC^<+B^<C^a$, gives $G^<_{ik}=\sum_jV_{kj}^*(G_{ij}g_k^<+G^<_{ij}g_k^a)$. The sum over $k$ forms the self-energy $(\Sigma_\alpha)_{ji}=\sum_kV_{kj}^*g_kV_{ki}$, so the integrand is $2\,\mathrm{Re}\,\mathrm{Tr}(G\Sigma_\alpha^<+G^<\Sigma_\alpha^\dagger)$.

Now write $G^<=iGSG^\dagger$, where $GSG^\dagger$ is Hermitian. The two terms become
\begin{align}
2\,\mathrm{Re}\,\mathrm{Tr}(if_\alpha G\Gamma_\alpha)
&=f_\alpha\mathrm{Tr}\,\Gamma_\alpha\,i(G-G^\dagger),\\
2\,\mathrm{Re}\,\mathrm{Tr}(iGSG^\dagger\Sigma_\alpha^\dagger)
&=-\mathrm{Tr}\,GSG^\dagger\,i(\Sigma_\alpha-\Sigma_\alpha^\dagger)
=-\mathrm{Tr}\,\Gamma_\alpha GSG^\dagger .
\end{align}
After averaging, $I_\alpha=\int dE\,J_\alpha(E)/2\pi$ with
\begin{equation}
J_\alpha=\mathrm{Tr}\,\Gamma_\alpha(f_\alpha A-n),\quad
A=i(\langle G\rangle-\langle G\rangle^\dagger),\quad
n=\langle GSG^\dagger\rangle .
\label{eq:current}
\end{equation}
The first term is injection from the lead into the available states, and the second is escape of the electrons that are present. The diagonal element $n_{ii}/2\pi$ is the mean number of electrons per energy on site $i$.

Before averaging, $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger$, because $H$ is Hermitian. Multiplying by $i$, and then by $G^\dagger$ on the left and $G$ on the right, gives $i(G-G^\dagger)=G^\dagger\Gamma G$. The sum of the unaveraged currents is therefore
\begin{equation}
\mathrm{Tr}\,S\,G^\dagger\Gamma G-\mathrm{Tr}\,\Gamma GSG^\dagger=0
\end{equation}
by cyclic permutation. An acceptable approximation for the averages should keep this balance. It needs both $\langle G\rangle$ and the average of a product, $\langle GSG^\dagger\rangle$, which differs in general from $\langle G\rangle S\langle G\rangle^\dagger$.

\subsection*{(b) The coherent potential}

Replace the random energies by a site-diagonal complex energy $\tilde\varepsilon_i(E)$. Find the condition under which the resulting medium represents $\langle G\rangle$ in a single-site approximation.

\paragraph{Solution.} Define the medium and the deviation from it by
\begin{equation}
\bar G=(E-H_0-\tilde\varepsilon-\Sigma)^{-1},\qquad V_i=\varepsilon_i-\tilde\varepsilon_i,\qquad g_i=\bar G_{ii}.
\end{equation}
Then $G^{-1}=\bar G^{-1}-V$, where $V=\sum_iV_iP_i$, and
\begin{equation}
G=(1-\bar GV)^{-1}\bar G=\bar G+\bar GT\bar G,\qquad T=V(1-\bar GV)^{-1}.
\label{eq:T}
\end{equation}
Equivalently, $T=V+V\bar GT$. Let $Q_i=P_iT$ be the part of $T$ whose last scattering, on the left, is at site $i$. It obeys $Q_i=V_iP_i(1+\bar G\sum_jQ_j)$. In the term $j=i$ we have $P_i\bar GQ_i=g_iQ_i$, since $Q_i=P_iQ_i$. Moving this term to the left gives
\begin{equation}
Q_i=t_iP_iW_i,\quad W_i=1+\bar G\sum_{j\ne i}Q_j,\quad
t_i=\frac{V_i}{1-g_iV_i}.
\label{eq:Q}
\end{equation}
The amplitude $t_i$ contains all immediate repetitions of scattering at site $i$, and $W_i$ describes the wave arriving from elsewhere.

Equation (\ref{eq:Q}) is an identity. The single-site approximation treats $t_i$ as independent of the arriving wave. This neglects the fact that the wave may have visited site $i$ earlier and returned through other sites. Under this approximation
\begin{equation}
\langle Q_i\rangle=\langle t_i\rangle P_i\Big(1+\bar G\sum_{j\ne i}\langle Q_j\rangle\Big).
\end{equation}
The coherent-potential approximation (CPA) chooses
\begin{equation}
\langle t_i\rangle=\sum_qc_q\,t_{iq}=0\quad\text{for each site } i .
\label{eq:cpa}
\end{equation}
Then $\langle Q_i\rangle=0$, hence $\langle T\rangle=0$ and $\langle G\rangle=\bar G$. The conditions are coupled, because each $g_i$ depends on all the $\tilde\varepsilon_j$. We take the retarded solution, with $\mathrm{Im}\,\tilde\varepsilon_i\le0$. For a clean site $\tilde\varepsilon_i=\varepsilon_i$ and $t_i=0$.

The condition has a direct meaning. Put the true energy $\varepsilon_i$ on one site of the medium. By (\ref{eq:T}) its local Green's function is
\begin{equation}
g_i+g_i^2t_i=\frac{g_i}{1-g_iV_i}=\frac1{g_i^{-1}+\tilde\varepsilon_i-\varepsilon_i}.
\label{eq:embedded}
\end{equation}
Its average equals $g_i$ when $\langle t_i\rangle=0$: replacing one effective site by a real one changes nothing on average.

\subsection*{(c) The average of the product}

Use the same single-site approximation to find $n=\langle GSG^\dagger\rangle$.

\paragraph{Solution.} Insert $G=\bar G+\bar GT\bar G$ into both factors and write $B=\bar GS\bar G^\dagger$:
\begin{equation}
GSG^\dagger=B+\bar GTB+BT^\dagger\bar G^\dagger+\bar GTBT^\dagger\bar G^\dagger .
\end{equation}
The linear terms vanish on averaging, because $\langle T\rangle=0$. Thus
\begin{equation}
n=\bar G(S+\Omega)\bar G^\dagger,\qquad \Omega=\langle TBT^\dagger\rangle .
\label{eq:n}
\end{equation}
The matrix $\Omega$ is the nonequilibrium vertex correction. It acts as an additional source of electrons inside the region, and $i\Omega$ adds to the lesser self-energy.

Decompose $T=\sum_iQ_i$. For different last scatterers,
\begin{equation}
\langle Q_iBQ_j^\dagger\rangle=\langle t_it_j^*\,P_iW_iBW_j^\dagger P_j\rangle,\qquad i\ne j .
\end{equation}
Treating the last amplitudes as independent of both arriving waves produces the factor $\langle t_i\rangle\langle t_j^*\rangle=0$. So $\Omega=\sum_i\Omega_iP_i$ is site-diagonal in this approximation. For $i=j$ the same decoupling gives
\begin{equation}
\Omega_i=w_i\big\langle[W_iBW_i^\dagger]_{ii}\big\rangle,\qquad w_i=\langle|t_i|^2\rangle .
\end{equation}
Expand $W_i$ with (\ref{eq:Q}). The terms linear in $Q_j$ vanish, the quadratic terms with different last scatterers vanish as above, and $\langle Q_jBQ_j^\dagger\rangle=\Omega_jP_j$. This leaves
\begin{equation}
\Omega_i=w_i\Big([\bar GS\bar G^\dagger]_{ii}+\sum_{j\ne i}|\bar G_{ij}|^2\Omega_j\Big).
\label{eq:vertex}
\end{equation}
Electrons reach site $i$ either coherently from the leads or after a last scattering at another site $j$. The term $j=i$ is absent because immediate repetitions at site $i$ are already summed in $t_i$; including it would count them twice.

\subsection*{(d) The Ward identity}

Relate $\Omega_i$ to the local density $n_{ii}$, and relate $\mathrm{Im}\,\tilde\varepsilon_i$ to the local density of states. What is $\Omega$ when all leads are full, and is the solution unique?

\paragraph{Solution.} The diagonal of (\ref{eq:n}) is $n_{ii}=B_{ii}+\sum_j|\bar G_{ij}|^2\Omega_j$, now including $j=i$. The bracket in (\ref{eq:vertex}) is therefore $n_{ii}-|g_i|^2\Omega_i$, and solving for $\Omega_i$ gives
\begin{equation}
\Omega_i=\lambda_in_{ii},\qquad \lambda_i=\frac{w_i}{1+|g_i|^2w_i}.
\label{eq:local}
\end{equation}

For the second relation, write the definition of $t_i$ as $t_i=V_iu_i$ with $u_i=1+g_it_i$. Multiply by $u_i^*$:
\begin{equation}
t_i+g_i^*|t_i|^2=V_i|u_i|^2 .
\end{equation}
Because $\varepsilon_i$ is real, $\mathrm{Im}\,V_i=-\mathrm{Im}\,\tilde\varepsilon_i$. The imaginary part is the optical theorem in the complex medium,
\begin{equation}
-\mathrm{Im}\,t_i=\mathrm{Im}\,\tilde\varepsilon_i\,|u_i|^2-|t_i|^2\,\mathrm{Im}\,g_i .
\end{equation}
Now average. The left side vanishes, and $\langle|u_i|^2\rangle=1+2\,\mathrm{Re}\,g_i\langle t_i\rangle+|g_i|^2w_i=1+|g_i|^2w_i$. With
\begin{equation}
\gamma_i=-2\,\mathrm{Im}\,\tilde\varepsilon_i,\qquad A_{ii}=i(g_i-g_i^*)=-2\,\mathrm{Im}\,g_i,
\end{equation}
multiplication by $-2$ yields $\gamma_i(1+|g_i|^2w_i)=w_iA_{ii}$, or
\begin{equation}
\gamma_i=\lambda_iA_{ii}.
\label{eq:gamma}
\end{equation}
The factor $\lambda_i$ is the same as in (\ref{eq:local}). The rate at which site $i$ removes electrons from the coherent wave and the rate at which it returns them are governed by one scattering strength. For weak disorder, meaning $|g_iV_i|\ll1$ (a condition that becomes stricter near a band edge, where $|g_i|$ is large), $\lambda_i$ tends to the variance of $\varepsilon_i$, and (\ref{eq:gamma}) becomes the golden-rule rate, $2\pi$ times the variance times the local density of states $A_{ii}/2\pi$.

Let $\gamma=\sum_i\gamma_iP_i=i(\tilde\varepsilon-\tilde\varepsilon^\dagger)$. From the definition of $\bar G$, $i[(\bar G^\dagger)^{-1}-\bar G^{-1}]=\Gamma+\gamma$. Multiplication from the two sides, in either order, gives
\begin{equation}
A=\bar G(\Gamma+\gamma)\bar G^\dagger=\bar G^\dagger(\Gamma+\gamma)\bar G .
\label{eq:spectral}
\end{equation}
When all leads are full, $S=\Gamma$. The trial solution $\Omega=\gamma$ gives $n=A$ by (\ref{eq:spectral}), and then (\ref{eq:local}) requires $\Omega_i=\lambda_iA_{ii}$, which is true by (\ref{eq:gamma}). This is the Ward identity: with every lead full, every available state is occupied.

Uniqueness follows from the same relation. Assume that $b_i=[\bar G\Gamma\bar G^\dagger]_{ii}>0$ at every random site, that is, the coherent wave from the leads reaches each of them, and write the equations for the random sites only. Equation (\ref{eq:local}) reads $\Omega=\lambda B_{\rm diag}+K\Omega$ with $K_{ij}=\lambda_i|\bar G_{ij}|^2\ge0$. The Ward solution gives $(K\gamma)_i=\gamma_i-\lambda_ib_i\le\theta\gamma_i$ with some $\theta<1$, and $\gamma_i>0$. In the norm $\max_i|x_i|/\gamma_i$ the matrix $K$ thus shrinks every vector by at least the factor $\theta$. The solution is unique, it is the convergent sum of repeated scatterings, and it is nonnegative for $S\ge0$.

These relations were tested on a three-terminal ring with magnetic flux and three random sites. The ring has four sites with hopping $-Je^{\pm0.35i}$. Energy-independent leads with $\Sigma_\alpha=-i\Gamma_\alpha/2$, widths $0.7J$, $1.1J$, $0.5J$ and occupations $0.9$, $0.4$, $0.1$ are attached to sites 1, 2 and 3, and $E=0.3J$. Site 2 is clean with energy $0.2J$. Sites 1, 3 and 4 take the energies $(-0.3,0.6)J$, $(-0.4,0.9)J$ and $(0,0.7)J$ with probabilities $0.7$ and $0.3$. There the Ward identity holds to $2\times10^{-14}J$, with $J$ the hopping energy, and the largest eigenvalue of $K$ has modulus $0.137$.

\section{Conservation, exactness and limits}

This half uses the following symbols and results. The medium $\bar G=(E-H_0-\tilde\varepsilon-\Sigma)^{-1}$ has site-diagonal coherent potential $\tilde\varepsilon_i$, fixed by $\langle t_i\rangle=0$, where $t_i=V_i/(1-g_iV_i)$, $V_i=\varepsilon_i-\tilde\varepsilon_i$ and $g_i=\bar G_{ii}$. The leads have broadenings $\Gamma_\alpha$ with sum $\Gamma$, occupations $f_\alpha$, and source $S=\sum_\alpha f_\alpha\Gamma_\alpha$. The current per energy, multiplied by $2\pi$, is $J_\alpha=\mathrm{Tr}\,\Gamma_\alpha(f_\alpha A-n)$, with
\begin{align}
n&=\bar G(S+\Omega)\bar G^\dagger, &
A&=\bar G(\Gamma+\gamma)\bar G^\dagger=\bar G^\dagger(\Gamma+\gamma)\bar G,\nonumber\\
\Omega_i&=\lambda_in_{ii}, &
\gamma_i&=-2\,\mathrm{Im}\,\tilde\varepsilon_i=\lambda_iA_{ii}.
\label{eq:recall}
\end{align}
Here $\Omega$ and $\gamma$ are site-diagonal, $\lambda_i=w_i/(1+|g_i|^2w_i)$ and $w_i=\langle|t_i|^2\rangle$.

The single-site approximation has given the average Green's function and the electron density with its vertex correction, and the two are linked by a Ward identity. It remains to show that the averaged currents balance, to find the transmission, and to establish where the approximation is exact and how large its error is otherwise.
